# Vibrational contribution to C6 from infrared intensities, with CO2 as example

## What dimensions and time scales say

Two neutral molecules without permanent dipoles, averaged over their orientations, attract with leading energy $-C_6/R^6$ when the distance $R$ is large compared with their size but small enough for retardation to be negligible. At fixed orientations, permanent quadrupoles such as that of CO2 add a first-order $R^{-5}$ term, which vanishes in this average. In Hartree atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$) a polarizability is a volume, so $C_6$, an energy times a length to the sixth power, has the dimension

$$C_6\sim(\text{polarizability})^2\times(\text{frequency}).$$

Dimensions alone do not force this form, since $\alpha^{3/2}e\hbar/\sqrt{m_e}$ has the same dimension; but that expression is $\alpha^2\hbar$ times the frequency $e/\sqrt{m_e\alpha}$ of one electron bound with polarizability $\alpha$. The frequency depends on the mass of the moving charge, which a static polarizability does not contain, and nuclei are slow.

Time scales tell which frequency enters when the nuclei of one molecule interact with the electrons of the other. Let the vibrating dipole have static polarizability $\alpha_v$ and frequency $\omega$, and let the electrons have $\alpha_e$ and a much higher frequency $\Omega$. Creating a dipole component $p_i$ costs $p_i^2/(2\alpha_v)$. In the ground state of an oscillator the mean potential energy is $\omega/4$, so

$$\langle p_i^2\rangle=\tfrac12\alpha_v\omega .$$

With $z$ along the line between the molecules, the field at the other molecule is $2p_z/R^3$ along $z$ and $-p_x/R^3$, $-p_y/R^3$ across it. Its mean square is $(4+1+1)\,\alpha_v\omega/(2R^6)=3\alpha_v\omega/R^6$. The fast electrons follow this field as if it were static and gain the energy $-\tfrac12\alpha_e\langle F^2\rangle=-\tfrac32\alpha_e\alpha_v\omega/R^6$. Either molecule can play the vibrating part, which doubles the result:

$$C_{ev}\approx 3\,\alpha_e\alpha_v\,\omega. \tag{1}$$

The electron–electron part must have the form $C_{ee}\sim\alpha_e^2\Omega$; its coefficient is found below to be $3/4$. Hence

$$\frac{C_{ev}}{C_{ee}}\approx4\,\frac{\alpha_v}{\alpha_e}\,\frac{\omega}{\Omega}.$$

If $\alpha_v/\alpha_e$ is about $1/10$ and $\omega/\Omega$ about $1/100$, the vibrations add about 0.4 % to $C_6$. For CO2 these two ratios are of the right size, as computed below. Its vibrational polarizability is thus noticeable, but it does not dominate the static value.

## The response as a set of poles

The controlled version assumes zero temperature, no retardation, an average over molecular orientations with rotational energies neglected, and the Born–Oppenheimer separation $\alpha=\alpha_e+\alpha_v$. Here $\alpha_e$ is taken at clamped nuclei. The vibrations are treated in the double-harmonic approximation: quadratic potential, linear dipole.

The response $\alpha(iu)$ is the ratio of dipole to field for a field growing as $Fe^{ut}$.

**Electrons.** Let $\omega_n$ be an excitation energy and $\mu_{n0}$ the transition dipole along the field. To first order the amplitude of state $n$ obeys $i\dot c_n=\omega_nc_n-\mu_{n0}Fe^{ut}$, so $c_n=\mu_{n0}Fe^{ut}/(\omega_n-iu)$. The induced dipole is $\sum_n2\,\mathrm{Re}(\mu_{0n}c_n)$. After averaging over orientations,

$$\alpha_e(iu)=\sum_n\frac{f_n}{\omega_n^2+u^2},\qquad f_n=\tfrac23\,\omega_n|\boldsymbol\mu_{n0}|^2 .$$

**Nuclei.** For a mass-weighted normal coordinate $Q_k$, the mean displacement obeys $\ddot Q_k+\omega_k^2Q_k=(\partial\mu/\partial Q_k)F e^{ut}$. This holds whatever level is occupied, because the force is linear. Setting $Q_k\propto e^{ut}$ and averaging over orientations gives

$$\alpha_v(iu)=\sum_k\frac{f_k}{\omega_k^2+u^2},\qquad f_k=\tfrac13\left|\frac{\partial\boldsymbol\mu}{\partial Q_k}\right|^2, \tag{2}$$

where the components of a degenerate mode are summed in $f_k$. Each mode contributes $\alpha_k=f_k/\omega_k^2$ to the static value.

The static part is the gain in polarizability when the nuclei relax in the field. For one coordinate $s$ with force constant $k_s$ and dipole derivative $Z=\partial\mu/\partial s$, the energy $\tfrac12k_ss^2-ZFs$ is lowest at $s=ZF/k_s$. The extra dipole is $Z^2F/k_s$. No mass appears in the static polarizability; mass enters $C_6$ through the frequency.

## From infrared intensity to strength

In a field $F_0\cos\omega t$ the dipole is $F_0(\mathrm{Re}\,\alpha\cos\omega t+\mathrm{Im}\,\alpha\sin\omega t)$. The mean absorbed power, the average of $F\dot p$, is $\tfrac12\omega F_0^2\,\mathrm{Im}\,\alpha$. The incident intensity is $cF_0^2/(8\pi)$, and division gives the cross-section

$$\sigma(\omega)=\frac{4\pi\omega}{c}\,\mathrm{Im}\,\alpha(\omega).$$

For a narrow line, $\alpha=f_k/(\omega_k^2-\omega^2-i0)$ has the imaginary part

$$\mathrm{Im}\,\alpha=\pi f_k\,\delta(\omega_k^2-\omega^2)=\frac{\pi f_k}{2\omega_k}\,\delta(\omega-\omega_k)$$

for positive $\omega$. Therefore $\int\sigma\,d\omega=2\pi^2f_k/c$. The wavenumber is $\omega/(2\pi c)$, so the cross-section integrated over wavenumber is

$$A_k=\frac{\pi f_k}{c^2},\qquad \alpha_v(0)=\sum_k\frac{f_k}{\omega_k^2}=\frac{c^2}{\pi}\sum_k\frac{A_k}{\omega_k^2}. \tag{3}$$

$A_k$ is a length per molecule. Inserting $f_k$ from (2), restoring $4\pi\varepsilon_0$ and multiplying by Avogadro's number gives the SI intensity per mole, $N_A|\partial\boldsymbol\mu/\partial Q_k|^2/(12\varepsilon_0c^2)$, given below in km/mol.

## From poles to C6

The dipole–dipole coupling is $V=R^{-3}\sum_it_i\,\mu_i^A\mu_i^B$ with $t=(1,1,-2)$ for $i=x,y,z$. Its first-order energy vanishes, since neither molecule has a mean dipole. In second order both molecules are excited, $A$ to $m$ and $B$ to $n$.

The orientation average of a squared transition moment along one axis is $f_m/(2\omega_m)$. For electrons this is the definition of $f_n$. For vibrations it follows from $|\langle1|Q_k|0\rangle|^2=1/(2\omega_k)$ and (2). Products of different components average to zero. With $\sum_it_i^2=6$,

$$-\frac{C_6}{R^6}=-\frac{6}{R^6}\sum_{mn}\frac{f_m}{2\omega_m}\,\frac{f_n}{2\omega_n}\,\frac1{\omega_m+\omega_n},$$

$$C_6=\frac32\sum_{mn}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}. \tag{4}$$

This is the Casimir–Polder integral done pole by pole. For $a\neq b$, partial fractions give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$

and the case $a=b$ follows by continuity. Thus for identical molecules

$$C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .$$

## The vibrational part and its bound

Squaring $\alpha_e+\alpha_v$ splits the integral into $C_6=C_{ee}+C_{ev}+C_{vv}$, with

$$C_{ev}=\frac6\pi\int_0^\infty\alpha_e(iu)\,\alpha_v(iu)\,du .$$

Every $f_n$ is non-negative, so $\alpha_e(iu)\le\alpha_e(0)$. Since $\int_0^\infty du/(\omega_k^2+u^2)=\pi/(2\omega_k)$,

$$C_{ev}\le\frac6\pi\,\alpha_e(0)\sum_k\frac{\pi f_k}{2\omega_k}=3\,\alpha_e(0)\sum_k\alpha_k\omega_k=\frac{3c^2}{\pi}\,\alpha_e(0)\sum_k\frac{A_k}{\omega_k}. \tag{5}$$

The last step uses (3). The bound is the many-mode form of estimate (1). Intensities enter $\alpha_v(0)$ with weight $1/\omega_k^2$ but $C_{ev}$ with weight $1/\omega_k$, so at equal intensity a low-frequency mode still contributes more than a high-frequency one, but its advantage is smaller in $C_6$ than in the static polarizability.

To see how close the bound is, write the mixed terms of (4) with $f=\alpha\omega^2$ for each pole:

$$C_{ev}=3\sum_{kn}\alpha_k\omega_k\,\alpha_n\,\frac{\omega_n}{\omega_n+\omega_k}.$$

Each term falls below the bound by the fraction $\omega_k/(\omega_n+\omega_k)$, which is of first order in the frequency ratio. The shortfall comes from the slow $1/u^2$ tail of $\alpha_v(iu)$, which reaches up to electronic frequencies. For one pair of poles its integrand is $\alpha_n\frac{u^2}{\omega_n^2+u^2}\,\alpha_k\frac{\omega_k^2}{\omega_k^2+u^2}$. For $u\gg\omega_k$ this becomes $\alpha_n\alpha_k\omega_k^2/(\omega_n^2+u^2)$, which is collected up to $u\sim\omega_n$. Integrated and multiplied by $6/\pi$, it gives $3\alpha_k\omega_k\alpha_n\,\omega_k/\omega_n$, the leading term of the shortfall.

For the relative size, define an effective electronic frequency by $C_{ee}=\tfrac34\alpha_e(0)^2\Omega$. The factor $3/4$ is what (4) gives for a single pole:

$$\frac32\,\frac{(\alpha\Omega^2)^2}{\Omega\cdot\Omega\cdot2\Omega}=\frac34\,\alpha^2\Omega .$$

Define also $\bar\omega=\sum_k\alpha_k\omega_k/\alpha_v(0)$ and $x=\alpha_v(0)/\alpha_e(0)$. Taking (5) as an estimate,

$$\frac{C_{ev}}{C_{ee}}\approx\frac{3\alpha_e(0)\,\alpha_v(0)\,\bar\omega}{\tfrac34\alpha_e(0)^2\,\Omega}=4x\,\frac{\bar\omega}{\Omega}. \tag{6}$$

## CO2

The molecule is treated in the local density approximation (Slater exchange, VWN correlation) with the aug-cc-pVDZ basis, at its own computed bond length of 2.213 bohr. The electronic poles come from linear response with the adiabatic kernel of the same functional.

CO2 has a centre of inversion, so the symmetric stretch has no dipole derivative. The antisymmetric stretch and each component of the bend are described by one displacement $s$ of the carbon atom relative to the midpoint of the oxygens. With the centre of mass at rest and $M=2m_O+m_C$, carbon moves by $2m_Os/M$ and each oxygen by $-m_Cs/M$. The kinetic energy is

$$\frac{\dot s^2}2\,\frac{m_C(2m_O)^2+2m_Om_C^2}{M^2}=\frac{\dot s^2}2\,\frac{2m_Om_C}{M},$$

so the reduced mass is $m=2m_Om_C/M=15907.5$.

Force constants and dipole derivatives are taken from single finite displacements, $s=0.04$ bohr for the stretch and $0.08$ bohr for the bend, so their last digits depend on the step. For the stretch, the force constant is 1.912 and the dipole derivative is $Z=2.1974$:

$$\omega=\sqrt{1.912/15907.5}=0.01096,\qquad f=\frac{2.1974^2}{3\times15907.5}=1.012\times10^{-4}.$$

For the bend, the force constant is 0.1381 and $Z=0.4464$. Two components contribute (the last digit of the frequency comes from the unrounded force constant):

$$\omega=\sqrt{0.1381/15907.5}=0.002947,\qquad f=\frac{2\times0.4464^2}{3\times15907.5}=8.35\times10^{-6}.$$

In spectroscopic units the stretch lies at 2406 cm⁻¹ with 539 km/mol, and the bend at 647 cm⁻¹ with 45 km/mol. Someone starting from intensities would obtain the same $f_k$ as $c^2A_k/\pi$.

The static contributions $f/\omega^2$ are 0.842 for the stretch and 0.962 for the bend, together $\alpha_v(0)=1.80$. The mean electronic value is $\alpha_e(0)=17.33$. Hence $x=0.104$, and the vibrations supply 9.4 % of the total static polarizability.

The estimate (5) for $C_6$ is

$$C_{ev}\approx3\times17.33\left(\frac{1.012\times10^{-4}}{0.01096}+\frac{8.35\times10^{-6}}{0.002947}\right)=52.0\,(0.00923+0.00283)=0.627 .$$

## Comparison

The pole sum (4) gives, in atomic units,

| Part | Value |
|---|---|
| $C_{ee}$ | 156.3 |
| $C_{ev}$ | 0.618 |
| $C_{vv}$ | 0.0135 |
| $C_6$ | 156.9 |

The intensity estimate lies 1.4 % above the computed $C_{ev}$, on the side required by the bound. The effective electronic frequency is $\Omega=0.694$. Using it for all electronic poles predicts a shortfall of about $0.011/0.70=1.6$ % for the stretch, which supplies most of $C_{ev}$. The pole sum gives 1.7 % (0.472 against the bound 0.480); the shortfall is governed by the $\alpha_n$-weighted harmonic mean of the $\omega_n$, here 0.63, rather than by $\Omega$.

With $\bar\omega=0.00669$, equation (6) gives $4\times0.104\times0.00669/0.694=0.40$ %, in agreement with the pole sum. Including $C_{vv}$, the vibrational share of $C_6$ is also 0.40 %, against 9.4 % of the static polarizability.

In this basis the two modes change places between the two quantities; the margin in $\alpha_v(0)$, 0.96 against 0.84, is modest and was not tested in a larger basis. The bend gives slightly more than half of $\alpha_v(0)$, but contributes only 0.147 a.u. to $C_{ev}$, about a quarter of it, against 0.472 a.u. from the stretch. The additional factor $\omega_k$ in (5) is responsible.

The integral shows the same suppression. Up to the stretch frequency $\alpha_e(iu)$ falls by only 0.035 %, so this range contributes about $(3/\pi)\alpha_e(0)^2\omega$ to $C_{ee}$. That is $(4/\pi)\,\omega/\Omega$, or 2.0 %, of the electronic integral. A mode has half of its own integral $\int\alpha_k(iu)\,du$ below $\omega_k$, because $\arctan1=\pi/4$ is half of $\pi/2$. The nuclei therefore add most strongly to $\alpha$ where little of the electronic integral is collected.

Two independent calculations support the polarizabilities. Along the molecular axis, the dipole induced by a finite field at clamped nuclei gives 26.92, against 26.90 from linear response. The relaxation part of the stretch from energies of displaced molecules in the field is 2.526, equal to $Z^2/k_s$ at this precision; the bend was not tested in this way. The numerical check also compares the strength–intensity relation with an integrated absorption line, and (4) with the zero-point energy of coupled oscillators.

## When the vibrational part is not small

A large $x$ can offset a small $\bar\omega/\Omega$. For a single mode of frequency $\bar\omega$, the single-pole result gives $C_{vv}=\tfrac34\alpha_v(0)^2\bar\omega$, so $C_{vv}/C_{ee}=x^2\bar\omega/\Omega$. With the estimate (6) for $C_{ev}/C_{ee}$, which for one vibrational and one electronic pole is too high by a fraction of about $\bar\omega/\Omega$ (for CO2 with its two modes and many electronic poles the excess is 1.4 % rather than 1.0 %), the vibrational terms together approximately equal $C_{ee}$ when

$$(4x+x^2)\frac{\bar\omega}{\Omega}=1,\qquad x=-2+\sqrt{4+\Omega/\bar\omega},$$

where the positive root of the quadratic is taken. With the CO2 frequencies this is $x=8.4$, about eighty times the actual ratio. A vibrational polarizability merely equal to the electronic one would, at the same frequencies, add $5\bar\omega/\Omega$, or about 5 %, to $C_{ee}$.

The CO2 numbers are results of a model. They omit anharmonicity, the vibrational averaging of $\alpha_e$, and thermal and retardation effects, and they carry the errors of the functional and the basis. In aug-cc-pVTZ the bond length becomes about 2.198 bohr, $\alpha_e(0)$ 17.67 and $C_{ee}$ 160.8, a shift of 4.5 a.u. that is about seven times the whole vibrational part; the force constants and dipole derivatives were not recomputed in that basis. The change of $C_{ee}$ from vibrational averaging of $\alpha_e$ is not part of the 0.40 %, and its size was not computed. The electronic strengths sum to 16.8, whereas a complete basis would give the number of electrons, 22. The missing strength probably belongs mainly to high excitation energies, where the weight $1/\omega_n^2$ makes it matter less for $\alpha_e(0)$; this was not tested. By (6) the ratio $C_{ev}/C_{ee}$ is proportional to $x$ and to $\bar\omega/\Omega$, so its value changes with such details; doubling $x$ at fixed frequencies would raise it only to 0.8 %.

## Values computed for the example and the checks

```
mass of C: 12.000 u
mass of O: 15.995 u
C-O bond length: 2.2128 bohr
reduced mass: 15907.5 m_e
stretch force constant: 1.9118 hartree/bohr^2
stretch dipole derivative dmu/ds: 2.1974 e
stretch frequency: 0.010963 hartree
stretch wavenumber: 2406 cm^-1
stretch intensity (all components): 539.4 km/mol
stretch integrated cross-section: 1.6928e-08 bohr
stretch strength f: 1.0118e-04 a.u.
stretch part of alpha_v(0): 0.8419 a.u.
stretch part of C_ev: 0.4717 a.u.
bend force constant: 0.1381 hartree/bohr^2
bend dipole derivative dmu/ds: 0.4464 e
bend frequency: 0.002947 hartree
bend wavenumber: 647 cm^-1
bend intensity (all components): 44.5 km/mol
bend integrated cross-section: 1.3970e-09 bohr
bend strength f: 8.3503e-06 a.u.
bend part of alpha_v(0): 0.9615 a.u.
bend part of C_ev: 0.1466 a.u.
sum of electronic strengths: 16.76 a.u.
alpha_e perpendicular: 12.544 a.u.
alpha_e parallel, response: 26.900 a.u.
alpha_e parallel, finite field: 26.920 a.u.
field used: 0.010 a.u.
parallel relaxation, formula: 2.5257 a.u.
parallel relaxation, field energies: 2.5260 a.u.
alpha_e(0), mean: 17.329 a.u.
alpha_v(0), mean: 1.803 a.u.
alpha_v(0)/alpha_e(0): 10.41 %
vibrational share of total alpha(0): 9.43 %
C_ee: 156.26 a.u.
C_ev: 0.6183 a.u.
C_vv: 0.01351 a.u.
C6 total: 156.89 a.u.
estimate of C_ev from intensities: 0.6271 a.u.
vibrational share of C6: 0.403 %
effective electronic frequency: 0.6938 hartree
mean vibrational frequency: 0.006689 hartree
C_ev/C_ee, exact pole sum: 0.396 %
C_ev/C_ee, ratio formula: 0.401 %
part of C_ee from u < stretch freq.: 2.01 %
drop of alpha_e at u = stretch freq.: 0.035 %
break-even alpha_v/alpha_e: 8.38
```
